\section*{Adaptive Gaussian Broadening from Band Gradients and k-Point Spacing}

\section{The decision: one width or many}

A density of states or an absorption spectrum computed by broadening the levels of a finite k grid needs a width for each level. One constant width for all bands is the simplest input. It fails when the bands differ strongly in slope: a width small enough for a narrow d band leaves a wide s band as a row of separate peaks, and a width that joins those peaks washes out the d band. The alternative is to give each level a width proportional to the energy step between neighbouring grid points:
\begin{equation}
\sigma(\mathbf k)=\alpha\max_i|\Delta\mathbf k_i\cdot\nabla\varepsilon(\mathbf k)| .
\label{rule}
\end{equation}
Here $\Delta\mathbf k_i$ are the grid step vectors, $\nabla$ acts on $\mathbf k$, and $\alpha$ is a number near one half. The gradient is $\hbar$ times the group velocity. The rule needs a correction where the gradient vanishes, and for transitions $\varepsilon$ must be the transition energy.

The quantity wanted is
\begin{equation}
S(E)=\frac1\Omega\int d^dk\,w(\mathbf k)\,\delta(E-\varepsilon(\mathbf k)),
\label{S}
\end{equation}
where $\Omega$ is the volume of the Brillouin zone and $w$ a smooth weight, equal to one for a density of states. Several bands are summed. The calculation replaces (\ref{S}) by an average over $N$ uniform grid points,
\begin{equation}
S_N(E)=\frac1N\sum_j w(\mathbf k_j)\,g_{\sigma(\mathbf k_j)}(E-\varepsilon(\mathbf k_j)),
\quad g_\sigma(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\end{equation}
Thus $\sigma$ is a standard deviation. Each Gaussian has unit area, so the total spectral weight does not depend on the widths. Two errors remain: ripple, because the grid is discrete, and bias, because the Gaussian is not a delta function.

\section{Ripple in one dimension}

Let $F(\mathbf k)$ be periodic in the zone, with Fourier series $F=\sum_{\mathbf R}f_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$ and $f_{\mathbf R}=\Omega^{-1}\int d^dk\,F e^{i\mathbf k\cdot\mathbf R}$. Average it over a grid that contains $\mathbf k=0$. The average of $e^{-i\mathbf k\cdot\mathbf R}$ is a product of geometric sums. It equals one if every step changes the phase by a multiple of $2\pi$, and zero otherwise. Hence
\begin{equation}
\frac1N\sum_jF(\mathbf k_j)=\sum_{\mathbf L}\frac1\Omega\int d^dk\,F(\mathbf k)e^{i\mathbf k\cdot\mathbf L},
\quad \mathbf L\cdot\Delta\mathbf k_i=2\pi n_i ,
\label{poisson}
\end{equation}
with integers $n_i$. The term $\mathbf L=0$ is the converged integral of the broadened spectrum; the others are the ripple. A shifted grid multiplies them by phases and leaves their magnitudes unchanged.

Consider a stretch of one-dimensional band with $\varepsilon=vk$, step $h$ and constant $\sigma$. Here $v=d\varepsilon/dk$ and $L=2\pi m/h$. Each term follows from the substitution $x=E-vk$, for which $k=(E-x)/v$ and $dk$ contributes $dx/|v|$:
\begin{align}
\int dk\,g_\sigma(E-vk)e^{2\pi imk/h}
&=\frac{e^{2\pi imE/(vh)}}{|v|}\int dx\,g_\sigma(x)e^{-2\pi imx/(vh)}\nonumber\\
&=\frac{e^{2\pi imE/(vh)}}{|v|}\,e^{-2\pi^2m^2\sigma^2/(vh)^2}.
\end{align}
The last step is the Fourier transform of a Gaussian, $\int g_\sigma e^{-i\tau x}dx=e^{-\sigma^2\tau^2/2}$. Adding $m$ and $-m$, and dividing by the smooth value $1/|v|$, gives the relative ripple
\begin{equation}
r(E)=2\sum_{m\ge1}e^{-2\pi^2m^2\sigma^2/(vh)^2}\cos\frac{2\pi mE}{vh}.
\label{ripple}
\end{equation}
It depends on the width through $\sigma/|vh|$, the width in units of the level spacing. With $\sigma=\alpha|v|h$ the velocity drops out of the amplitude:
\begin{equation}
r_{\max}=2\sum_{m\ge1}e^{-2\pi^2\alpha^2m^2}\simeq2e^{-2\pi^2\alpha^2}.
\label{rmax}
\end{equation}
A tolerated ripple $\eta$ therefore fixes $\alpha=[\ln(2/\eta)/2\pi^2]^{1/2}$. For $\alpha=0.5$ the ripple is $0.0144$. This amplitude does not contain $h$: refining the grid at fixed $\alpha$ shortens the period of the ripple but does not reduce it.

A real band is curved, so the adaptive width varies under the Gaussian. Near a crossing at $k_E$ put $q=k-k_E$. Then $\varepsilon-E=vq+\varepsilon''q^2/2+\dots$ and $\sigma=\alpha h|v+\varepsilon''q+\dots|$, so that
\begin{equation}
\frac{(E-\varepsilon)^2}{2\sigma^2}=\frac{q^2}{2\alpha^2h^2}\left[1-\frac{\varepsilon''q}{v}+\dots\right].
\end{equation}
The relevant $q$ are of order $h$. Equation (\ref{rmax}) is thus the leading result when $h|\varepsilon''/v|\ll1$. This was tested on a cosine band with 4000 points and $\alpha=0.35$, at points where the slope is 0.588 and 1 times its maximum. The adaptive ripple was 0.178 at both, as predicted. A constant width matched to the maximum slope gave 0.178 at the fast point and 0.00185 at the slower one, where the law gives 0.00183. The constant width damps the slower part a hundred times more than the fast part, and pays for this in bias.

\section{Several dimensions and skew grids}

Take a flat piece of constant-energy surface, large compared with the grid step, on which $\mathbf v=\nabla\varepsilon$ is constant. Split $\mathbf k$ into a component along $\mathbf v$ and a part $\mathbf k_\perp$ in the surface. The integral of $e^{i\mathbf k_\perp\cdot\mathbf L_\perp}$ over the surface averages to zero unless $\mathbf L_\perp=0$. Terms with $\mathbf L$ parallel to $\mathbf v$ survive. For these the remaining integral is the one-dimensional one with $2\pi m/h$ replaced by $|\mathbf L|$, and the damping factor is
\begin{equation}
A_{\mathbf L}=\exp\left[-\frac{\sigma^2|\mathbf L|^2}{2|\mathbf v|^2}\right].
\label{damping}
\end{equation}
Since $\mathbf v=\pm|\mathbf v|\,\mathbf L/|\mathbf L|$, the energy steps are
\begin{equation}
|\Delta\mathbf k_i\cdot\mathbf v|=\frac{|\mathbf v|}{|\mathbf L|}|\Delta\mathbf k_i\cdot\mathbf L|
=\frac{2\pi|\mathbf v|}{|\mathbf L|}|n_i| .
\end{equation}
Rule (\ref{rule}) then sets $\sigma=2\pi\alpha|\mathbf v|M/|\mathbf L|$ with $M=\max_i|n_i|$. Insertion in (\ref{damping}) gives
\begin{equation}
A_{\mathbf L}=e^{-2\pi^2\alpha^2M^2}.
\label{skew}
\end{equation}
A nonzero $\mathbf L$ has $M\ge1$, so the one-dimensional value (\ref{rmax}) is the worst case for a flat surface. No orthogonality of the steps was used. For a flat surface with constant gradient, the largest projected step is thus a safe measure of local spacing on an anisotropic or skew grid; where $M>1$ it gives more damping than needed.

Equation (\ref{skew}) was tested in two dimensions with steps $(1,0)$ and $(0.35,0.8)$, a Gaussian envelope of standard deviation 12 in $\mathbf k$, and $\alpha=0.35$. For gradients along the $\mathbf L$ with integers $(1,0)$, $(1,1)$ and $(1,-1)$ the ripple was 0.178 to 0.179, against a predicted 0.178. For $(2,1)$, where $M=2$, it was $1.27\times10^{-4}$, against $1.26\times10^{-4}$.

Surfaces whose radii of curvature are many grid steps ripple less. Around a point whose normal is parallel to $\mathbf L$, a surface in three dimensions with principal curvatures $\kappa_1,\kappa_2$ recedes by $(\kappa_1x^2+\kappa_2y^2)/2$. The phase integral over it has magnitude
\begin{equation}
\left|\int dx\,dy\,e^{-i|\mathbf L|(\kappa_1x^2+\kappa_2y^2)/2}\right|=\frac{2\pi}{|\mathbf L|\sqrt{|\kappa_1\kappa_2|}} ,
\end{equation}
which replaces the full area of a flat piece. Because $|\mathbf L|$ grows as $1/h$, this factor falls as $h$. It fails where a curvature vanishes, and there the flat estimate is the safer guide. Both estimates take $\sigma$ as constant over the surface, whereas on a curved band it varies and has kinks where the maximizing $i$ changes. They are therefore not bounds. For a parabolic band in three dimensions with $\alpha=0.5$ the ripple exceeds 0.0144 when the radius of the surface is below about five grid steps. At larger $\alpha$ the ripple of a curved band falls far more slowly than (\ref{rmax}): for the cubic band treated below, on $24^3$ points, it is about $10^{-3}$ near the band centre at $\alpha=0.75$, where (\ref{rmax}) gives $3\times10^{-5}$.

\section{Bias}

The Fourier transform $e^{-\sigma^2\tau^2/2}=1-\sigma^2\tau^2/2+\dots$ corresponds to $g_\sigma(x)=\delta(x)+\frac12\sigma^2\delta''(x)+\dots$. The width depends on $\mathbf k$ and not on $E$, so the energy derivatives can be taken outside the integral:
\begin{equation}
\delta S(E)=\frac12\frac{d^2}{dE^2}\left[\frac1\Omega\int d^dk\,w\,\sigma^2(\mathbf k)\,\delta(E-\varepsilon)\right]+\dots
\label{bias}
\end{equation}
With the adaptive rule this is of order $\alpha^2h^2$ and vanishes as the grid is refined. With a constant width it is $\frac12\sigma^2S''$, which no refinement removes.

The band $\varepsilon=-W\cos k$, with $k$ dimensionless, shows the difference. Its slope is $|\varepsilon'|=W|\sin k|=\sqrt{W^2-E^2}$. Two points contribute at each energy, so $D=(2/2\pi)/|\varepsilon'|=1/(\pi\sqrt{W^2-E^2})$. For the adaptive width the bracket in (\ref{bias}) is $\alpha^2h^2(W^2-E^2)D=\alpha^2h^2\sqrt{W^2-E^2}/\pi$. Its derivatives follow from
\begin{align}
\frac{d}{dE}\sqrt{W^2-E^2}&=-\frac{E}{\sqrt{W^2-E^2}},\nonumber\\
\frac{d^2}{dE^2}\sqrt{W^2-E^2}&=-\frac{(W^2-E^2)+E^2}{(W^2-E^2)^{3/2}}=-\frac{W^2}{(W^2-E^2)^{3/2}} .
\end{align}
For the constant width, $\pi D'=E(W^2-E^2)^{-3/2}$ and $\pi D''=(W^2-E^2)^{-3/2}+3E^2(W^2-E^2)^{-5/2}$. Division by $D$ gives
\begin{equation}
\left.\frac{\delta D}{D}\right|_{\rm ad}=-\frac{\alpha^2h^2W^2}{2(W^2-E^2)},\quad
\left.\frac{\delta D}{D}\right|_{\rm const}=\frac{\sigma^2(W^2+2E^2)}{2(W^2-E^2)^2}.
\label{chainbias}
\end{equation}
At $E=W/2$ with $\alpha h=0.03$ and $\sigma=0.03W$ these are $-6.0\times10^{-4}$ and $1.20\times10^{-3}$; direct sums on a dense grid gave $-5.98\times10^{-4}$ and $1.21\times10^{-3}$.

Near the edge let $\delta=W-|E|\ll W$, so that $W^2-E^2\simeq2W\delta$. The magnitudes become $\alpha^2h^2W/(4\delta)$ and $3\sigma^2/(8\delta^2)$. The expansion breaks down where they reach order one. That happens within about $\alpha^2h^2W/4$ of the edge for the adaptive rule and within about $0.6\sigma$ for the constant width. The first region shrinks as $h^2$; the second stays.

\section{Stationary points}

At a band extremum or saddle the gradient is zero, and rule (\ref{rule}) gives a Gaussian of zero width and infinite height. The linear estimate has failed there, since the energy step is set by curvature. Let $C_i=\Delta\mathbf k_i\cdot\nabla\nabla\varepsilon\cdot\Delta\mathbf k_i$. To second order, the steps to the two neighbours along direction $i$ are $\pm\Delta\mathbf k_i\cdot\nabla\varepsilon+C_i/2$. In their mean square the cross terms cancel, which suggests
\begin{equation}
\sigma^2=\alpha^2\max_i\left[(\Delta\mathbf k_i\cdot\nabla\varepsilon)^2+\left(\tfrac12C_i\right)^2\right].
\label{full}
\end{equation}
This is a practical choice and not a unique consequence of the ripple law. Away from stationary points it changes $\sigma$ by a relative amount of order $h^2$. In the calculations below, $C_i$ is the second difference of the energies at the neighbouring points.

\section{Transitions and physical linewidths}

In an interband spectrum the delta function contains $\varepsilon_c-\varepsilon_v$, and the whole derivation applies with this difference in place of $\varepsilon$. The gradient needed is $\nabla\varepsilon_c-\nabla\varepsilon_v$. For nearly parallel bands it is much smaller than either gradient. Where an electron-like band lies above a hole-like band, the two contributions add.

The numerical width is not a lifetime. Suppose the wanted spectrum has a physical Gaussian width $\Gamma$. Convolving Gaussians adds variances, so a numerical variance $\max(0,\sigma^2-\Gamma^2)$ gives each level the total width $\max(\Gamma,\sigma)$. Where $\Gamma\ge\sigma$ no numerical bias is added, and the constant width $\Gamma$ is then correct.

\section{A wide and a narrow band on one grid}

The example uses two simple-cubic tight-binding bands,
\begin{equation}
\varepsilon=\varepsilon_0-2t\gamma,\quad \gamma=\cos k_xa_0+\cos k_ya_0+\cos k_za_0 .
\end{equation}
The fast band has $t=1.5$~eV and $\varepsilon_0=0$, the Fermi level. The slow band has $t=0.1$~eV and $\varepsilon_0=-3$~eV. As $\gamma$ runs from $-3$ to $3$, the widths are $12t=18$ and 1.2~eV. The three cosines vary independently, so the density of $\gamma$ is the threefold convolution of $1/(\pi\sqrt{1-u^2})$. Dividing it by $2t$ gives a reference density of states without broadening.

The grid has $24^3$ points, $h=2\pi/24=0.262$ in units of $1/a_0$. The largest energy step along an axis is $2th$: $2(1.5)(0.262)=0.785$~eV for the fast band and 0.052~eV for the slow one. With $\alpha=0.5$ the largest widths are half of these, 0.393 and 0.026~eV. Eight grid points, with every $k_ia_0$ equal to 0 or $\pi$, have zero gradient. There (\ref{full}) gives $\alpha\,2t(1-\cos h)=0.051$~eV for the fast band.

The error quoted below is $\int|D_{\rm num}-D|\,dE$ per band, each band holding one state per cell and spin. With the grid held at $24^3$:
\begin{center}
\begin{tabular}{lcc}
Width & Fast & Slow\\
\hline
Adaptive, $\alpha=0.5$ & 0.0085 & 0.0085\\
Best constant for each band & 0.014 & 0.014\\
Best common constant, 0.14 eV & 0.135 & 0.148
\end{tabular}
\end{center}
The equality of the two columns in the first row follows from scaling: the bands have the same shape, and adaptive widths scale with $t$. For one band alone, the best constant gives an error about 1.6 times the adaptive one. But the best constants found in the scan are 0.34~eV for the fast band and 0.024~eV for the slow one. A common width must compromise, and its mean error of 0.142 is about 17 times the adaptive one.

A common width of 0.1~eV shows both faults. For the fast band $\sigma/(2th)=0.127$, far below one half, and within 1~eV of the Fermi level the largest relative error of its density of states is 63 per cent, against 1 per cent for adaptive widths. Going from $12^3$ to $24^3$ to $48^3$ points lowers its integrated error from 0.67 to 0.22 to 0.033. The slow-band error stays at 0.0895 on all three grids: it is pure bias. The adaptive error of the fast band falls from 0.028 to 0.0085 to 0.0025, by factors of 3.3 and 3.4. The leading bias, of order $h^2$, would alone give 4; the cause of the difference was not determined.

Alternatively, one could keep 0.024~eV for both bands and refine the grid until the fast band is damped as with $\alpha=0.5$. By the flat-surface law (\ref{ripple}) this takes $0.393/0.024\simeq16$ times more points per axis, or about 4000 times more in all. That is a cautious estimate for the fast band, whose integrated error falls to the adaptive value at 8 to 10 times more points per axis. The slow band keeps a bias of 0.013 at this width on any grid.

At fixed grid, $\alpha=0.25$, 0.5, 0.75 and 1 give fast-band errors of 0.084, 0.0085, 0.015 and 0.023. The first is dominated by ripple, for which the flat-surface estimate is $2e^{-2\pi^2/16}\simeq0.6$. The growth beyond 0.5 reflects bias. It is slower than $\alpha^2$, so the leading term (\ref{bias}) does not describe the whole integrated error.

For transitions, take $\varepsilon_c$ with hopping 1.5~eV and $\varepsilon_v$ with 1.4~eV, a distance 2~eV lower at $\gamma=0$. The transition energy is $2\,\mathrm{eV}-2(0.1\,\mathrm{eV})\gamma$. Its own gradient gives an error of 0.0085. The conduction-band gradient gives widths 15 times larger and an error of 0.51. If instead the valence band curves the opposite way with equal hopping, the transition gradient is twice the conduction gradient. Using the latter amounts to halving $\alpha$, and by scaling the error rises to the 0.084 found for $\alpha=0.25$.

\section{Relation to copper}

The parameters are rough values in the regime of copper, whose s-like states begin some 9~eV below the Fermi level and whose d states lie a few eV below it. With $a_0=0.23$~nm, roughly the cube root of the volume per atom, the fast band has speed $2ta_0/\hbar=1.0\times10^6$~m/s along an axis at $k_xa_0=\pi/2$, the order of magnitude of the Fermi velocity in copper. The real crystal is face-centred cubic and has five d bands spread over about 3~eV; neither feature is in the model, and their effect was not sized. Of the neglected effects whose influence on the density of states was computed, the largest is s--d hybridization. A rough constant coupling $V=1$~eV gives the matrix
\begin{equation}
H=\begin{pmatrix}-2t_s\gamma&V\\V&\varepsilon_d-2t_d\gamma\end{pmatrix},\quad
\frac{d\varepsilon}{d\gamma}=-2t_sp_s-2t_d(1-p_s),
\end{equation}
where $t_s=1.5$~eV, $t_d=0.1$~eV, $\varepsilon_d=-3$~eV and $p_s$ is the s weight of the eigenvector. The slope is the expectation value of $dH/d\gamma$, because the first-order change of a normalized eigenvector does not alter its energy. The coupling changes the exact density of states by 0.31 per band in the integrated measure, so the uncoupled model is not a copper spectrum. The broadening rule is barely affected: on the coupled bands, whose slope changes quickly near the crossing, the adaptive error is 0.0089, and the best constant width gives 0.084.

Smaller scales matter for the slow band. A rough spin--orbit energy of 0.1~eV is 8 per cent of its width. The thermal energy at 300~K is 0.026~eV, and so is $\hbar/\tau$ for a rough scattering time of 25~fs. Used as a Gaussian standard deviation, the latter changes the slow-band density of states by 0.015, more than the numerical error of 0.0085. A lifetime gives a Lorentzian, not a Gaussian; with full width $\hbar/\tau$ it changes the slow-band density of states by about 0.05, and the subtraction of variances used above does not apply to it. For a comparison with a lifetime-broadened spectrum, the physical line shape should therefore be included before the numerical error is reduced further.

\section{Implementation}

\begin{enumerate}
\item Write $\mathbf k=\sum_if_i\mathbf b_i$ with reciprocal vectors $\mathbf b_i$ and $N_i$ divisions. Then $\Delta\mathbf k_i=\mathbf b_i/N_i$, and $\Delta\mathbf k_i\cdot\nabla\varepsilon=N_i^{-1}\partial\varepsilon/\partial f_i$. No metric is needed.
\item For transitions, subtract the two gradients before taking magnitudes.
\item Evaluate (\ref{full}), starting from $\alpha=0.5$, and keep the energy mesh finer than the smallest width.
\item Repeat with a denser k grid and with a larger $\alpha$. The ripple pattern moves with the grid, but on flat surfaces and in one dimension its amplitude stays fixed at fixed $\alpha$. Ripple falls with $\alpha$; bias grows with $\alpha$.
\end{enumerate}

The local estimate fails where the grid does not resolve the band. At a degeneracy a single band gradient need not exist, and energies sorted by size can join different branches at neighbouring points, which spoils the second difference. A weight $w$ that varies strongly within one grid step also violates the assumptions. Such regions need a denser grid; a larger $\alpha$ would hide the ripple without supplying the missing information. The values behind the example are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
1D test: alpha = 0.35, points = 4000
1D ripple, adaptive, relative speed 0.588: 1.783e-01, law 1.783e-01
1D ripple, constant, relative speed 0.588: 1.853e-03, law 1.826e-03
1D ripple, adaptive, relative speed 1.0: 1.783e-01, law 1.783e-01
1D ripple, constant, relative speed 1.0: 1.783e-01, law 1.783e-01
1D bias at E/W = 0.5, smear 0.03: adaptive -5.984e-04, law -6.000e-04
1D bias, constant: 1.209e-03, law 1.200e-03
Skew grid, integers (1, 0): ripple 1.786e-01, law 1.783e-01
Skew grid, integers (1, 1): ripple 1.785e-01, law 1.783e-01
Skew grid, integers (1, -1): ripple 1.784e-01, law 1.783e-01
Skew grid, integers (2, 1): ripple 1.270e-04, law 1.260e-04
Hoppings fast, slow: 1.5, 0.1 eV; d centre -3.0 eV
Band widths fast, slow: 18.0, 1.2 eV
Grid 24^3, h = 0.2618, spacing 1.138 1/nm for a0 = 0.23 nm
Fast-band speed along an axis at k*a0 = pi/2: 1.048e+06 m/s
Largest energy step along an axis, fast, slow: 0.7854, 0.0524 eV
alpha = 0.5, flat-surface ripple bound: 0.0144
Adaptive widths, fast: 0.0511 to 0.3927 eV
Adaptive widths, slow: 0.00341 to 0.02618 eV
Grid points with zero gradient: 8
Adaptive error fast, slow, mean: 0.0085, 0.0085, 0.0085
Best constant width for fast alone: 0.3420 eV, error 0.0139
Best constant width for slow alone: 0.0242 eV, error 0.0140
Best common width: 0.1414 eV, errors fast 0.1354, slow 0.1478, mean 0.1416
Fast band, alpha = 0.25: error 0.0835
Fast band, alpha = 0.5: error 0.0085
Fast band, alpha = 0.75: error 0.0150
Fast band, alpha = 1.0: error 0.0229
Grid 12^3: adaptive fast 0.0277; constant 0.1 eV fast 0.6653, slow 0.0895
Grid 24^3: adaptive fast 0.0085; constant 0.1 eV fast 0.2163, slow 0.0895
Grid 48^3: adaptive fast 0.0025; constant 0.1 eV fast 0.0327, slow 0.0895
Fast DOS at E = 0: 0.0951 states/eV per spin
Largest relative DOS error within 1 eV of E = 0: adaptive 0.0097, constant 0.1 eV 0.6346
Parallel bands, hoppings 1.5, 1.4 eV: error 0.0085 with transition gradient, 0.5067 with conduction gradient
Hybridization 1.0 eV: integrated DOS change per band 0.3111
Hybridized bands: adaptive error 0.0089; best constant width 0.1764 eV, error 0.0841
Thermal energy at 300 K: 0.0259 eV
hbar/lifetime for 25 fs: 0.0263 eV
Slow-band DOS change if that is a Gaussian width: 0.0149
Rough spin-orbit scale: 0.1 eV, 0.083 of slow band width
\end{verbatim}
